\section*{Extensional waves in a thin (001) silicon plate along [100] and [110]}

\section{The problem}

A silicon device layer of thickness $h=10~\mu$m has its faces normal to $[001]$. Both faces are free, and the layer is many wavelengths wide. An extensional wave of wavelength $\lambda=200~\mu$m travels in the plane of the layer: the material is alternately stretched and compressed along the path, symmetrically about the midplane. Find its speed and frequency along $[100]$ and along $[110]$, explain which direction is faster, and estimate the error made by treating the plate as thin.

Take $x,y,z$ along the cube axes, with $z$ normal to the plate and $z=0$ at the midplane. The strains are $\varepsilon_{xx}=\partial_xu_x$ and so on, and the engineering shear strain is $\gamma_{xy}=\partial_yu_x+\partial_xu_y$. For a cubic crystal
\begin{align}
\sigma_{xx}&=C_{11}\varepsilon_{xx}+C_{12}(\varepsilon_{yy}+\varepsilon_{zz}),\nonumber\\
\sigma_{zz}&=C_{11}\varepsilon_{zz}+C_{12}(\varepsilon_{xx}+\varepsilon_{yy}),\label{hooke}\\
\sigma_{xy}&=C_{44}\gamma_{xy},\nonumber
\end{align}
and the remaining components follow by exchanging axes. Typical room-temperature values for lightly doped silicon are used as inputs: $C_{11}=165.7$, $C_{12}=63.9$ and $C_{44}=79.6$~GPa, with density $\rho=2.330$~g/cm$^3$. Elasticity is taken as linear and lossless, and the plate carries no static stress. A stiffness in GPa divided by a density in g/cm$^3$ is a squared speed in (km/s)$^2$.

\section{A tempting solution}

The following argument looks sound but contains a fault.

The plate is thin compared with the wavelength, so its particles move almost entirely in the plane. Neglect $u_z$, and with it $\varepsilon_{zz}$. For a wave along $[100]$ only $\varepsilon_{xx}$ is left, so $\sigma_{xx}=C_{11}\partial_xu_x$ and
\begin{equation}
\rho\,\partial_t^2u_x=C_{11}\,\partial_x^2u_x,\qquad
v=\sqrt{\frac{165.7}{2.330}}=8.433~\text{km/s}.
\end{equation}

For $[110]$, let $e$ be the stretch along that direction, with no strain across it. In cube axes this strain is $\varepsilon_{xx}=\varepsilon_{yy}=e/2$, $\gamma_{xy}=e$. The normal stress on a plane with unit normal $(1,1,0)/\sqrt2$ is $\tfrac12(\sigma_{xx}+\sigma_{yy})+\sigma_{xy}$, so the stiffness for this stretch is
\begin{equation}
C'_{11}=\frac{C_{11}+C_{12}}{2}+C_{44}=114.8+79.6=194.4~\text{GPa},
\label{cprime}
\end{equation}
and $v=\sqrt{194.4/2.330}=9.134$~km/s.

\section{Where it fails}

These are the speeds of longitudinal waves in an unbounded crystal. The free faces have played no part, and the assumed motion violates the condition on them. With $\varepsilon_{yy}=\varepsilon_{zz}=0$, equation \eqref{hooke} gives
\begin{equation}
\sigma_{zz}=C_{12}\varepsilon_{xx}=\frac{C_{12}}{C_{11}}\,\sigma_{xx}=0.3856\,\sigma_{xx}
\end{equation}
throughout the plate, including the faces, where $\sigma_{zz}$ must vanish. Some outside agent would have to press and pull on the faces to keep the thickness constant.

The faulty step is the passage from ``$u_z$ is small'' to ``$\varepsilon_{zz}$ is small''. The displacement $u_z$ grows from zero at the midplane over a distance of only $h/2$, so a small $u_z$ can have a derivative $\partial_zu_z$ as large as $\partial_xu_x$, which varies over a wavelength. The premise is true and the conclusion is false.

What is small is the stress $\sigma_{zz}$. To see this, let $S$ be the size of the in-plane stresses and $C$ that of the stiffnesses, so that $\rho\omega^2\sim Ck^2$ with $k=2\pi/\lambda$. The $x$ equation of motion is
\begin{equation}
\partial_x\sigma_{xx}+\partial_y\sigma_{xy}+\partial_z\sigma_{xz}=\rho\,\partial_t^2u_x .
\label{xeq}
\end{equation}
All terms but the third are of order $kS$, so $\partial_z\sigma_{xz}$ is at most of that order. Since $\sigma_{xz}$ starts from zero at a face, it is at most of order $khS$ inside, and the same holds for $\sigma_{yz}$. In the $z$ equation,
\begin{equation}
\partial_z\sigma_{zz}=\rho\,\partial_t^2u_z-\partial_x\sigma_{xz}-\partial_y\sigma_{yz},
\end{equation}
the last two terms are at most of order $k^2hS$. The inertia term is of the same order, because $u_z\sim hS/C$. Integrating from a face gives $\sigma_{zz}\sim(kh)^2S$. For $kh\ll1$ the correct simplification is therefore $\sigma_{zz}=0$, the condition of plane stress.

\section{The right solution}

\subsection{Reduced stiffnesses}

Setting $\sigma_{zz}=0$ in \eqref{hooke} fixes the thickness strain:
\begin{equation}
\varepsilon_{zz}=-\frac{C_{12}}{C_{11}}(\varepsilon_{xx}+\varepsilon_{yy}).
\label{thin}
\end{equation}
The plate thins where it is stretched. Substitution into $\sigma_{xx}$ gives
\begin{align}
\sigma_{xx}&=C_{11}\varepsilon_{xx}+C_{12}\varepsilon_{yy}-\frac{C_{12}^2}{C_{11}}(\varepsilon_{xx}+\varepsilon_{yy})
=Q_{11}\varepsilon_{xx}+Q_{12}\varepsilon_{yy},\\
Q_{11}&=C_{11}-\frac{C_{12}^2}{C_{11}},\qquad
Q_{12}=C_{12}-\frac{C_{12}^2}{C_{11}} .
\end{align}
By symmetry $\sigma_{yy}=Q_{12}\varepsilon_{xx}+Q_{11}\varepsilon_{yy}$. The shear relation does not contain $\varepsilon_{zz}$, so $\sigma_{xy}=Q_{66}\gamma_{xy}$ with $Q_{66}=C_{44}$. Since $C_{12}^2/C_{11}=63.9^2/165.7=24.64$~GPa,
\begin{equation}
Q_{11}=141.06,\qquad Q_{12}=39.26,\qquad Q_{66}=79.60~\text{GPa}.
\end{equation}

\subsection{Waves in any in-plane direction}

Average \eqref{xeq} over the thickness. The term $\partial_z\sigma_{xz}$ integrates to the difference of $\sigma_{xz}$ between the two faces, which is zero. To leading order $u_x$ and $u_y$ do not depend on $z$, so
\begin{align}
\rho\,\partial_t^2u_x&=Q_{11}\partial_x^2u_x+Q_{66}\partial_y^2u_x+(Q_{12}+Q_{66})\partial_x\partial_yu_y,\\
\rho\,\partial_t^2u_y&=Q_{66}\partial_x^2u_y+Q_{11}\partial_y^2u_y+(Q_{12}+Q_{66})\partial_x\partial_yu_x .
\end{align}
For a plane wave with amplitude $(a_x,a_y)$ and phase $k(x\cos\theta+y\sin\theta)-\omega t$, every second derivative brings down $-k^2$ times a product of direction cosines. Dividing by $-k^2$ and writing $v=\omega/k$ gives
\begin{equation}
\begin{pmatrix}\Gamma_{11}&\Gamma_{12}\\ \Gamma_{12}&\Gamma_{22}\end{pmatrix}
\begin{pmatrix}a_x\\a_y\end{pmatrix}=\rho v^2\begin{pmatrix}a_x\\a_y\end{pmatrix},
\label{gamma}
\end{equation}
where
\begin{align}
\Gamma_{11}&=Q_{11}\cos^2\theta+Q_{66}\sin^2\theta,\nonumber\\
\Gamma_{22}&=Q_{66}\cos^2\theta+Q_{11}\sin^2\theta,\\
\Gamma_{12}&=(Q_{12}+Q_{66})\sin\theta\cos\theta.\nonumber
\end{align}
The larger eigenvalue is $\tfrac12\bigl[\Gamma_{11}+\Gamma_{22}+\sqrt{(\Gamma_{11}-\Gamma_{22})^2+4\Gamma_{12}^2}\,\bigr]$. Here $\Gamma_{11}+\Gamma_{22}=Q_{11}+Q_{66}$, $\Gamma_{11}-\Gamma_{22}=(Q_{11}-Q_{66})\cos2\theta$ and $2\Gamma_{12}=(Q_{12}+Q_{66})\sin2\theta$, so
\begin{equation}
\rho v^2=\tfrac12\Bigl[Q_{11}+Q_{66}+\sqrt{(Q_{11}-Q_{66})^2\cos^22\theta+(Q_{12}+Q_{66})^2\sin^22\theta}\,\Bigr].
\label{general}
\end{equation}

\subsection{The two directions}

Along $[100]$, $\theta=0$ and the matrix is diagonal. The motion $(1,0)$ is purely longitudinal and has
\begin{equation}
\rho v^2=Q_{11},\qquad v_{100}=\sqrt{\frac{141.06}{2.330}}=7.781~\text{km/s}.
\end{equation}
Along $[110]$, $\theta=45^\circ$, so $\Gamma_{11}=\Gamma_{22}=\tfrac12(Q_{11}+Q_{66})$ and $\Gamma_{12}=\tfrac12(Q_{12}+Q_{66})$. The vector $(1,1)$, again purely longitudinal, has eigenvalue $\Gamma_{11}+\Gamma_{12}$:
\begin{align}
\rho v^2&=\frac{Q_{11}+Q_{12}}2+Q_{66}=90.16+79.60=169.76~\text{GPa},\\
v_{110}&=\sqrt{\frac{169.76}{2.330}}=8.536~\text{km/s}.
\end{align}
The speeds are thus about 7.8 and 8.5~km/s. Dividing the unrounded speeds by $\lambda$ gives 38.90 and 42.68~MHz, so the frequencies are about 39 and 43~MHz. The tempting solution was 8.4\% too high along $[100]$ and 7.0\% too high along $[110]$, relative to these speeds.

In both directions the free faces lower the stiffness by the same 24.64~GPa, as comparison with \eqref{cprime} shows. The reason is that turning the axes about $z$ changes neither the stiffness $C_{11}$ for thickness strain nor its coupling $C_{12}$ to a stretch in the plane.

The thin-plate step can be set beside a solution that does not assume plane stress. Expand all three displacement components in Legendre polynomials of $z$, keep the full cubic stiffness tensor, and impose the free faces through the variational form of the equations of motion. This leaves a matrix eigenvalue problem for $\omega^2$. With eight polynomials per component and $kh=0.01$ it gives 7.781 and 8.536~km/s. Along $[100]$ its ratio $\varepsilon_{zz}/\varepsilon_{xx}$ is $-0.3856$, the value of $-C_{12}/C_{11}$ in \eqref{thin}.

\section{Why [110] is faster}

With $\cos^22\theta=1-\sin^22\theta$, the quantity under the root in \eqref{general} becomes
\begin{equation}
(Q_{11}-Q_{66})^2+\bigl[(Q_{12}+Q_{66})^2-(Q_{11}-Q_{66})^2\bigr]\sin^22\theta .
\end{equation}
It changes monotonically from $\theta=0$ to $45^\circ$, so the two axes are the extremes of the speed. For silicon $Q_{11}-Q_{66}=61.46$~GPa and $Q_{12}+Q_{66}=118.86$~GPa. Both are positive, and then the square bracket is positive when $Q_{12}+Q_{66}>Q_{11}-Q_{66}$, that is, when $2Q_{66}>Q_{11}-Q_{12}$. The term $C_{12}^2/C_{11}$ cancels in $Q_{11}-Q_{12}=C_{11}-C_{12}$, which leaves
\begin{equation}
A=\frac{2C_{44}}{C_{11}-C_{12}}>1 .
\end{equation}
This is the Zener ratio of the bulk crystal; for silicon $A=1.564$. A stretch along $[110]$ shears the cube axes, and silicon resists that shear more strongly than an isotropic solid with the same $C_{11}$ and $C_{12}$ would. Halfway between the axes, at $22.5^\circ$, equation \eqref{general} gives 8.225~km/s.

The criterion can also reverse the order. Consider a model crystal with $C_{44}=40$~GPa and everything else held fixed, so that $A=0.786$. The speed along $[100]$ stays at 7.781~km/s, since $Q_{11}$ does not contain $C_{44}$, while the speed along $[110]$ falls to 7.474~km/s.

\section{The error of the thin-plate limit}

At the given wavelength $kh=2\pi\times10/200=0.3142$. The first correction comes from the inertia of the thickness motion. Let $x$ now denote the propagation direction, either $[100]$ or $[110]$, let $r=C_{12}/C_{11}$, and let $K$ be the stiffness for a stretch along $x$ ($C_{11}$ or $C'_{11}$). Take the trial motion
\begin{align}
u_x&=U\cos kx\,\Bigl[1-\tfrac r2k^2\Bigl(z^2-\tfrac{h^2}{12}\Bigr)\Bigr],\\
u_z&=r\,kz\,U\sin kx ,
\end{align}
multiplied by $\cos\omega t$. The second line is \eqref{thin} integrated from the midplane. The parabolic term in the first line removes the transverse shear:
\begin{equation}
\partial_zu_x+\partial_xu_z=-rk^2zU\cos kx+rk^2zU\cos kx=0 .
\end{equation}
Because $z^2$ averages to $h^2/12$ over the thickness, the parabola has zero mean. It therefore enters the averages of $u_x^2$ and $\varepsilon_{xx}^2$ only through its square, of relative order $(kh)^4$, and drops out of the average of $\varepsilon_{xx}\varepsilon_{zz}$. Averaged over $x$ and $z$, the peak strain energy density is
\begin{equation}
\tfrac14k^2U^2\bigl(K-2rC_{12}+r^2C_{11}\bigr)=\tfrac14k^2U^2\Bigl(K-\frac{C_{12}^2}{C_{11}}\Bigr)=\tfrac14k^2U^2\rho v_0^2,
\end{equation}
where $v_0$ is the thin-plate speed. The peak kinetic energy density is $\tfrac14\rho\omega^2U^2\bigl(1+r^2k^2h^2/12\bigr)$. Equating the two gives
\begin{equation}
\omega^2=\frac{v_0^2k^2}{1+r^2(kh)^2/12},\qquad
v\simeq v_0\Bigl[1-\frac{r^2(kh)^2}{24}\Bigr].
\label{corr}
\end{equation}
The trial motion leaves unbalanced stresses of relative order $(kh)^2$, so its strains are wrong by that order. The energy quotient is stationary at the true mode, so $\omega^2$ is wrong only at relative order $(kh)^4$, and \eqref{corr} is complete to order $(kh)^2$.

For the example the correction is $-0.3856^2\times0.3142^2/24=-0.0612\%$ in both directions. The Legendre solution at the same $kh$ gives $-0.0617\%$ along $[100]$ and $-0.0618\%$ along $[110]$; equation \eqref{corr} omits terms of order $(kh)^4$. The frequencies drop by about 0.02 to 0.03~MHz. The largest $u_z$, at the faces, is $r\,kh/2\approx0.06$ of $U$. Neglecting a displacement of 6\% thus led to a speed error of 7 to 8\%, because the strain that goes with it is 39\% of the stretch. The expansion loses its value once $kh$ is no longer small.

\section{A second limit: the narrow bar}

If the layer is cut into a bar much narrower than the wavelength, the sides are free as well, and the transverse stress in the plane also vanishes. Let the bar lie along $[100]$ or $[110]$, where mirror symmetry keeps stretch and in-plane shear uncoupled. In axes along and across the bar, let $Q'_{11}$ be the reduced stiffness for a stretch along it and $Q'_{12}$ the transverse stress per unit stretch. The fourfold symmetry about $z$ makes the stiffness across the bar equal to $Q'_{11}$. Then $Q'_{12}\varepsilon_\parallel+Q'_{11}\varepsilon_\perp=0$, and the stress along the bar is $E\varepsilon_\parallel$ with
\begin{equation}
E=Q'_{11}-\frac{Q'^{\,2}_{12}}{Q'_{11}},\qquad v_{\rm bar}=\sqrt{E/\rho}.
\end{equation}
Along $[100]$ the primes may be dropped, and $E=141.06-39.26^2/141.06=130.1$~GPa. Along $[110]$ the transverse stress is $\tfrac12(\sigma_{xx}+\sigma_{yy})-\sigma_{xy}$ in cube axes, so $Q'_{12}=90.16-79.60=10.56$~GPa and $E=169.76-10.56^2/169.76=169.1$~GPa. The bar speeds are 7.473 and 8.519~km/s, lower than the plate speeds by 3.95\% and 0.19\%. Along $[110]$ the narrow and wide limits nearly coincide because a stretch along $[110]$ produces little transverse stress. This agreement does not extend to all widths in between: in a thin strip of width $\lambda/2$ the lowest symmetric mode along $[110]$ is a Lam\'e mode with speed $\sqrt{2C_{44}/\rho}=8.27$~km/s, about 3\% below both limits.

\section{Real silicon layers}

A layer 10~$\mu$m thick and frequencies of tens of megahertz lie in the regime of silicon micromechanical resonators. The assumption of a large width may fail there: in a beam along $[100]$ much narrower than the wavelength, the speed is lower by the 3.95\% just found. At widths comparable with the wavelength neither limit can be relied on. Heavy n-type doping also matters. As a rough model, let $C_{11}$ fall by 2\% at fixed bulk modulus $(C_{11}+2C_{12})/3$, so that $C_{12}$ rises by half as many GPa, and hold $C_{44}$ and $\rho$ fixed. The plate speeds then change by $-1.84\%$ along $[100]$ and $-0.78\%$ along $[110]$. In real n-type silicon $C_{44}$ also falls somewhat. This leaves $[100]$ unchanged but deepens the $[110]$ shift, to $-0.93\%$ for a fall of 0.5~GPa and to $-1.11\%$, or 8.4~km/s, for a fall of 1.1~GPa. Warming by 60~K, with a rough coefficient of $-70$~ppm/K for all stiffnesses and fixed density, lowers both speeds by 0.21\%. A $1^\circ$ error in the propagation direction within the plane changes them by $+0.018\%$ and $-0.008\%$, since each axis is an extremum. Anchors, electrodes and added films are outside this model. In this example the finite thickness matters less than the width along $[100]$, the doping or the warming. The two-figure speeds hold for a wide, lightly doped layer. Along $[100]$ the second figure depends on these conditions: 7.8~km/s becomes 7.6~km/s with the doping assumed above, and 7.5~km/s in a narrow, lightly doped beam.

Numerical values quoted here were computed with a short program.
